When a layered or graded plate bends because its parts want to have different sizes, the total strain at the modulus-weighted centroid equals the modulus-weighted mean misfit. The stress there is the local modulus times the difference between that mean and the local misfit. In general neither is zero. With z the height above the back face, z_c the centroid, M the biaxial modulus, e the misfit and ⟨e⟩ its mean weighted by M,

ε(z_c) = ⟨e⟩

σ(z_c) = M(z_c) [⟨e⟩ − e(z_c)]

For 100 µm of diamond on 500 µm of silicon, cooled by 800 K, a model with rough typical properties puts the centroid inside the silicon, under a tension of about 66 MPa. That is three quarters of the largest tension in the plate away from its rim. The number itself is sensitive to the expansion coefficients: a more likely value for diamond gives about 50 MPa, with the same ratio.

**The belief and its appeal**

The belief is that a bent plate has a neutral plane at its modulus-weighted centroid, where the material is neither stretched nor stressed, so that a fragile layer placed there is safe. For a plate that starts free of stress and is bent by a pure moment equal in all in-plane directions, this is correct. A plate bent by misfit has the same curved shape and the same linear variation of strain through its thickness, so it is tempting to carry the neutral plane over. But the shape shows only how strain varies with height. Its value at one height must come from force balance, and misfit enters that balance.

**Three strains to keep apart**

Let the plate occupy 0 ≤ z ≤ H. Imagine it cut into thin slices parallel to its faces, each left free. The misfit e(z) is the in-plane strain that a free slice takes, measured from a reference state common to all slices. It may come from thermal expansion, composition or growth, and is taken as equal in all in-plane directions. The total strain ε(z) is the strain of the slice in the bonded plate, from the same reference. Only the difference ε − e is elastic.

The faces are free, so the normal stress is zero in the interior of a thin plate. For equal in-plane stresses σ, Hooke's law gives an elastic strain σ/E − νσ/E = σ(1 − ν)/E, with Young's modulus E and Poisson's ratio ν. Hence

σ(z) = M(z) [ε(z) − e(z)],  M = E/(1 − ν)

Tension is positive. Zero total strain and zero stress are therefore different conditions wherever e is not zero.

Far from the rim, the strains do not depend on the in-plane position x. Strains derived from a continuous displacement obey

∂²ε_xx/∂z² + ∂²ε_zz/∂x² = 2 ∂²ε_xz/∂x∂z

The terms with x-derivatives vanish, which leaves d²ε/dz² = 0. The total strain is therefore a straight line, even where M and e jump:

ε(z) = ε_c + κ(z − z_c)

If κ > 0, the top is stretched more than the bottom and the top face is convex. This description assumes perfect bonding, small slopes and linear elasticity.

**What balance requires**

Define

A = ∫ M dz,  z_c = (1/A) ∫ M z dz,  ⟨e⟩ = (1/A) ∫ M e dz

with all integrals from 0 to H. The definition of z_c means that

∫ M(z − z_c) dz = A z_c − z_c A = 0

No outside force acts, so the stress on a section has no resultant:

0 = ∫ σ dz = ε_c ∫ M dz + κ ∫ M(z − z_c) dz − ∫ M e dz

The middle term vanishes, leaving ε_c A = A⟨e⟩, or ε_c = ⟨e⟩. Inserting this into Hooke's law at z_c gives the stated stress. If the centroid lies on an interface, the total strain has one value there, but the stress in general has two, one for each side.

The result has a direct meaning. If the plate were held flat but free to expand sideways, it would settle at the uniform strain ⟨e⟩, where its internal forces cancel. Releasing it to bend adds a strain κ(z − z_c), which is zero at the centroid. Bending leaves the centroid's strain unchanged; it does not make that strain zero.

The moment must vanish too. Because the net force is zero, the moment may be taken about any height, and z_c is convenient:

0 = ∫ σ(z − z_c) dz = ε_c ∫ M(z − z_c) dz + κ ∫ M(z − z_c)² dz − ∫ M e(z − z_c) dz

The first term again vanishes. With the bending stiffness B = ∫ M(z − z_c)² dz,

κ = (1/B) ∫ M e(z − z_c) dz

The same answer follows from energy. Two equal in-plane stresses each do work, so the elastic energy per volume is ½σ(ε − e) + ½σ(ε − e) = M(ε − e)². Per area of plate,

U = ∫ M [ε_c + κ(z − z_c) − e]² dz

Setting ∂U/∂ε_c = 0 and ∂U/∂κ = 0 gives the two balance equations. This is also a weighted least-squares fit: the plate draws the best straight line through its misfit profile, with M as the weight. Such a line passes through the point of means, (z_c, ⟨e⟩). Nothing makes that mean zero, and nothing makes the misfit at z_c lie on the line. The stress is −M times the residual e − ε.

**A number: diamond on silicon**

Take biaxial moduli of 180 GPa for silicon and 1200 GPa for diamond, and mean expansion coefficients of 3.8 × 10⁻⁶ and 3.0 × 10⁻⁶ per kelvin. All four are rough typical values. The bonded plate is taken as stress-free at 1100 K, which is also the reference state, and is cooled to 300 K. The misfits are

e_Si = 3.8 × 10⁻⁶ × (−800) = −3040 × 10⁻⁶

e_d = 3.0 × 10⁻⁶ × (−800) = −2400 × 10⁻⁶

The products of modulus and thickness are 180 × 500 = 90 000 GPa µm and 1200 × 100 = 120 000 GPa µm. The layer midplanes lie at 250 and 550 µm, so

z_c = (90 000 × 250 + 120 000 × 550)/210 000 = 421.4 µm

⟨e⟩ = [90 000 × (−3040) + 120 000 × (−2400)]/210 000 × 10⁻⁶ = −2674 × 10⁻⁶

The centroid has contracted by 2674 × 10⁻⁶, but free silicon would have contracted by 3040 × 10⁻⁶. The silicon there is held longer than it wants to be:

σ(z_c) = 180 GPa × (−2674 + 3040) × 10⁻⁶ = 66 MPa

For the curvature, each uniform layer of thickness h contributes Mh(h²/12 + d²) to B, where d is the distance of its midplane from z_c. These distances are 171.4 and 128.6 µm:

B = 90 000 × (500²/12 + 171.4²) + 120 000 × (100²/12 + 128.6²) = 6.60 × 10⁹ GPa µm³ = 6.60 N m

A constant subtracted from e does not affect κ, because ∫ M(z − z_c) dz = 0. Subtracting e_Si leaves a misfit of 640 × 10⁻⁶ in the diamond alone:

κ = 120 000 × 640 × 10⁻⁶ × 128.6/(6.60 × 10⁹) = 1.495 × 10⁻⁶ per µm = 1.495 per metre

The diamond side is convex and the radius of curvature is 0.67 m. The strain line now gives the stress at any height. In silicon it rises from −48 MPa at the back face to +87 MPa at the interface. In diamond it runs from −188 MPa at the interface to −9 MPa at the top. The forces cancel: the mean silicon stress of 19.7 MPa over 500 µm balances the mean diamond stress of −98.4 MPa over 100 µm.

An axisymmetric finite-element calculation of a whole disc, 5 mm in radius, assumes neither a linear strain profile nor zero normal stress, though like the formula it assumes small deflections. It used the same moduli and misfits, with isotropic layers and Poisson's ratios of 0.28 for silicon and 0.10 for diamond. Close to the axis it gives 65.88 MPa at the centroid, against 65.83 MPa from the formula. Halving the mesh spacing changes the result by about 0.001 MPa, and a disc of twice the radius gives 65.85 MPa. The agreement does not extend to the rim. Where the interface meets the free edge, the straight-line description fails and the stress can be far higher.

**Where the strain and the stress do vanish**

For κ ≠ 0, setting ε(z) = 0 gives

z₀ = z_c − ⟨e⟩/κ

In the example, with the hot plate as reference, z₀ = 421.4 + 2674/1.495 = 2210 µm, far above a plate 600 µm thick. No material plane has zero total strain.

This height depends on the reference. Add a constant s to the misfit of every slice. Then ⟨e⟩ becomes ⟨e⟩ + s, κ stays the same, and ε(z) becomes ε(z) + s. The difference ε − e, and with it the stress, is unchanged, but z₀ moves by −s/κ. Measured from cooled, free silicon, the zero-strain plane lies at 177 µm. Measured from cooled, free diamond, it lies at 605 µm, just outside the top face. The same plate in the same state thus has three different zero-strain planes. One can choose a reference with ⟨e⟩ = 0 and so place this plane at the centroid, but that choice changes no stress.

Zero stress does not depend on the reference. It requires ε(z) = e(z), and balance says something about how often this happens. Suppose the stress is not zero throughout. If it never changed sign, its integral could not vanish. If it changed sign once, at z₁, then σ(z − z₁) would have one sign throughout, and its integral could not vanish either. Yet zero force and zero moment require ∫ σ(z − z₁) dz = 0. The stress must therefore change sign at least twice, counting jumps at interfaces. In the example one change is at 177 µm in the silicon and the other is the jump at the interface. The first coincides with the zero-strain plane measured from free silicon, because with that reference the silicon has no misfit. Neither is at the centroid.

There is one way to avoid stress altogether. If e(z) is itself a straight line, the fitted line matches it and σ = 0 everywhere, although the plate may be strongly curved. Conversely, zero stress everywhere means e = ε, which is a straight line.

**Strain and stress are separate questions**

Three profiles in a plate of uniform modulus show this. Let x be the height measured from the midplane, which is then the centroid.

A uniform misfit s gives a strain s at the centroid and no stress.

The profile e = c(x² − H²/12) has zero mean and is even in x, so ε = 0 throughout. The misfit at the centroid is −cH²/12, and the stress there is McH²/12. The strain is zero and the stress is not.

The profile e = cx³ is odd, so its mean and its value at x = 0 both vanish. Here the centroid has neither strain nor stress. The rest of the plate is stressed, except at the two planes x = ±H√(3/20). From the curvature formula,

κ = c ∫ x⁴ dx / ∫ x² dx = c(H⁵/80)/(H³/12) = 3cH²/20

σ = Mc x(3H²/20 − x²)

The belief is thus not false for every profile. It holds under conditions that must be checked: ⟨e⟩ = 0 for zero strain, and e(z_c) = ⟨e⟩ for zero stress.

**A graded film**

No interface is needed for the centroid to be stressed. Suppose the misfit is quadratic in z, with c the coefficient of z². About the centroid it can be written as

e(z) = e(z_c) + e′(z_c)(z − z_c) + c(z − z_c)²

Averaging with weight M removes the linear term and gives

⟨e⟩ − e(z_c) = cB/A

σ(z_c) = M(z_c) cB/A

A linear gradient bends the film but puts no stress at the centroid. The quadratic part does.

Take a free-standing film 1 µm thick, with M rising linearly from 100 to 300 GPa and e = 1000 × 10⁻⁶ z², where z is in µm. These are round model values. Then

A = 100 + 200/2 = 200 GPa µm

z_c = (100/2 + 200/3)/200 = 0.5833 µm

⟨e⟩ = 1000 × 10⁻⁶ × (100/3 + 200/4)/200 = 416.7 × 10⁻⁶

e(z_c) = 1000 × 10⁻⁶ × 0.5833² = 340.3 × 10⁻⁶

The modulus at the centroid is 216.7 GPa, so the stress is 216.7 GPa × 76.4 × 10⁻⁶ = 16.6 MPa. The curvature is 1073 per metre, a radius of about 0.9 mm. Small slopes therefore require a piece much narrower than that. The spherical shape sets a stricter limit, because it also stretches the film in its plane. For a disc of radius a, the largest in-plane strain caused in this way has a size of about κ²a²/8, an estimate derived for a uniform plate in the last section. It equals the centroid's elastic strain of 76 × 10⁻⁶ when a is about 23 µm. The linear description thus holds only for discs well below that radius, though still wide compared with their thickness.

**The thin-film limit**

Let a film of modulus M_f and thickness h_f lie on a substrate with M_s and h_s. Let f be the film misfit minus the substrate misfit, and r = M_f h_f/(M_s h_s). When r and h_f/h_s are both small, then to leading order z_c = h_s/2 and B = M_s h_s³/12. Measured from the free substrate, the mean misfit is rf/(1 + r), or rf to this order. The curvature is

κ = M_f h_f f (h_s/2)/(M_s h_s³/12) = 6rf/h_s

The elastic strain in the substrate is then

rf + (6rf/h_s)(z − h_s/2) = rf(6z/h_s − 2)

This is −2rf at the back face, rf at the centroid and 4rf at the interface. It vanishes at z = h_s/3. Even in this limit the centroid carries one quarter of the interface stress, not zero. In the diamond example r = 120 000/90 000 = 1.33, so the limit does not apply. The centroid has moved to within 79 µm of the interface, and the ratio is 0.76.

**What the centroid is good for**

Now apply an outside bending moment m per unit length, equal in all in-plane directions, to the plate already bent by misfit. The equations are linear and the misfit does not change, so the added stress is MΔε. No net force is added, hence Δε = 0 at z_c. The added moment is m = ∫ MΔε(z − z_c) dz = BΔκ, and therefore

Δε(z) = m(z − z_c)/B

For m = 1 N in the diamond example, the added curvature is 1/6.60 = 0.151 per metre. The back face gains a strain of −64 × 10⁻⁶ and the centroid gains none. Its 66 MPa from misfit remain.

The centroid is thus neutral for the change caused by a pure moment equal in all in-plane directions. A thin fragile layer placed at the centroid is shielded from later bending of this kind, provided that z_c is calculated with that layer included. It is not shielded from the stress that misfit has already produced. For a moment in one direction only, the neutral plane can lie elsewhere if the layers differ in Poisson's ratio. In the diamond example, with ratios of 0.28 and 0.10, the strain along the moment then vanishes at 438 µm rather than 421 µm.

**How far to trust the diamond number**

Diamond is grown on silicon from the vapour at temperatures near the one assumed. A 100 µm layer is thick for a coating, though such layers are made. The least certain input is the small difference between two expansion coefficients. Changing that of diamond by ±0.3 × 10⁻⁶ per kelvin, with all else fixed, moves the centroid stress between 41 and 91 MPa. The lower half of this range is the more likely, since expansion data for diamond suggest a mean of about 3.2 × 10⁻⁶ per kelvin between these temperatures, which gives 49 MPa. Lowering the diamond modulus by 10% gives 63 MPa. The silicon modulus of 180 GPa belongs to a (100) wafer; a (111) wafer, with about 229 GPa, gives 75 MPa. Real layers also carry growth stress, which the model leaves out. A tensile growth stress that would be 100 MPa on a rigid flat substrate, treated as a uniform extra misfit of −100 MPa/1200 GPa = −83 × 10⁻⁶ in the diamond, lowers the result to 57 MPa. This is an estimate, since growth stress builds up as the layer thickens. None of these changes brings the centroid stress to zero, but a larger growth stress could. In this model the misfit difference, and with it all stress, vanishes at 640 × 10⁻⁶ × 1200 GPa = 768 MPa, or at 576 MPa with the coefficient 3.2 × 10⁻⁶ per kelvin. Real layers can carry growth stresses of hundreds of MPa, so for a real sample this input must be known.

Large deflection matters little for a disc of radius a = 5 mm, whose bow κa²/2 is 19 µm. Bending a flat disc into a cap with deflection slope κρ at radius ρ stretches it in its plane. For a uniform plate with this curvature held fixed, the stresses

σ_ρ = Eκ²(a² − ρ²)/16,  σ_θ = Eκ²(a² − 3ρ²)/16

satisfy equilibrium, d(ρσ_ρ)/dρ = σ_θ, and the free-rim condition. They also satisfy compatibility, ε_ρ − d(ρε_θ)/dρ = κ²ρ²/2. The largest strain is a hoop compression of κ²a²/8 = 7 × 10⁻⁶, at the rim, or 1.1% of the misfit difference. At the centre the same effect is a tension, which raises the centroid stress by about 0.5 MPa for this disc and by about 2 MPa for one of twice the radius; the finite-element values above leave this out. At fixed curvature the rim strain grows as a². In a full wafer it would be large enough to change the curvature itself, so a separate treatment would be needed.

Two assumptions could fail outright. Silicon can flow plastically when hot, and any flow would add a new misfit. The constant coefficients used here would give it a peak tension of 22 MPa on passing 900 K, but they are a poor guide at that stage. The real coefficients of silicon and diamond are nearly equal at such temperatures, and most of the thermal misfit arises on further cooling. The bond may also fail. Each layer has a uniform misfit, so complete separation would free both from stress and release

∫ σ²/M dz = 6.3 J/m²

This is the total for complete separation. Whether a crack spreads depends on the energy released at its front, which can differ from this value because the parted layers are still held there, and on the toughness of the actual interface. If the layers separate, the plate no longer has a common centroid, and the result no longer applies. The full set of values is given in the numerical output.

Table of computed values

```
Thickness silicon, diamond: 500, 100 um
Biaxial modulus silicon, diamond (rough): 180, 1200 GPa
Poisson ratio silicon, diamond (rough): 0.28, 0.10
Mean expansion (rough): 3.8, 3.0 1e-6/K
Growth and final temperature: 1100, 300 K
Disc radius: 5 mm
Misfit silicon, diamond: -3040, -2400 1e-6
Misfit difference, diamond minus silicon: 640 1e-6
Modulus x thickness: 90000, 120000 GPa um
Centroid height: 421.4 um
Total strain at centroid = mean misfit: -2674.3 1e-6
Elastic strain at centroid: 365.7 1e-6
Bending stiffness: 6.604 N m
Curvature: 1.495 1/m
Radius of curvature: 0.6688 m
Bow, centre to rim: 18.69 um
Stress at back face: -47.6 MPa
Stress at centroid: 65.83 MPa
Silicon stress at interface: 86.98 MPa
Diamond stress at interface: -188.2 MPa
Diamond stress at top: -8.723 MPa
Centroid / peak silicon tension: 0.757 (ratio)
Zero-strain height, growth-state reference: 2210 um
Zero-strain height, cooled free silicon ref.: 176.9 um
Zero-strain height, cooled free diamond ref.: 604.9 um
Fewest stress sign changes, 200 random stacks: 2 (count)
Added moment per length: 1 N
Added curvature: 0.1514 1/m
Added strain at back face: -63.82 1e-6
Added strain at centroid: 0.0000 1e-6
Thin film: centroid / interface stress: 0.25 (ratio)
Thin film: zero-stress height / substrate: 0.3333 (ratio)
Graded film modulus, bottom and top: 100, 300 GPa
Graded film misfit at top (zero at bottom): 1000 1e-6
Graded film centroid height, 1 um film: 0.5833 um
Graded film strain at centroid: 416.7 1e-6
Graded film local misfit at centroid: 340.3 1e-6
Graded film stress at centroid: 16.55 MPa
Graded film curvature: 1073 1/m
FE centroid strain, 5 mm disc: -2674 1e-6
FE centroid stress, 5 mm disc: 65.88 MPa
FE centroid stress, 10 mm disc: 65.85 MPa
FE stress shift on halving mesh: 0.00085 MPa
FE curvature, 5 mm disc: 1.496 1/m
Largest membrane strain, large deflection: 6.99 1e-6
Membrane strain / misfit difference: 1.1 %
Diamond expansion uncertainty, plus or minus: 0.3 1e-6/K
Centroid stress range from it: 41.1 to 90.5 MPa
Centroid stress, diamond modulus 10% lower: 62.84 MPa
Assumed tensile growth stress in diamond: 100 MPa
Centroid stress with growth stress: 57.26 MPa
Peak silicon tension on passing 900 K: 21.7 MPa
Energy released by full separation: 6.3 J/m2
Same energy from FE at two radii: 6.3 J/m2
```
